# Anion-to-Cation Conversion of Evanescent Gap States in an Ionic Chain

When a metal touches an ionic semiconductor, electrons in the metal can have energies at which the semiconductor has no propagating states. Their wavefunctions do not stop at the interface; they continue into the semiconductor as decaying tails. The top of the valence band is built mainly from anion orbitals and the bottom of the conduction band mainly from cation orbitals, so a tail whose energy lies between them can be expected to mix the two characters. The question is how that character depends on energy, and how to define it when the wavefunction shrinks appreciably from one atom to the next.

The simplest model that contains both the ionicity and the decay is a chain of alternating anions and cations with one orthonormal orbital per atom, treated in the independent-electron approximation. Cell $n$ has an anion at $x=na$, with amplitude $A_n$, and a cation at $x=na+a/2$, with amplitude $C_n$. The site energies are $-\Delta$ and $+\Delta$, with $\Delta>0$, so energies are measured from midgap. Every nearest-neighbour bond has the same hopping matrix element $-t$, with $t>0$. Each anion has the cations $C_{n-1}$ and $C_n$ beside it, and each cation has the anions $A_n$ and $A_{n+1}$. The Schrödinger equation on the two kinds of site is therefore

$$
(E+\Delta)A_n=-t\,(C_n+C_{n-1}),\qquad (E-\Delta)C_n=-t\,(A_n+A_{n+1}).
$$

The chain is periodic, so we look for solutions that are multiplied by a constant factor $\lambda$ from one cell to the next: $A_n=A\lambda^n$ and $C_n=C\lambda^n$. Then $C_{n-1}=C_n/\lambda$ and $A_{n+1}=\lambda A_n$, and

$$
(E+\Delta)A=-t\,(1+\lambda^{-1})\,C,\qquad (E-\Delta)C=-t\,(1+\lambda)\,A. \tag{1}
$$

For $|E|<\Delta$ neither $A$ nor $C$ can vanish. If $A$ were zero, the second equation would require $E=\Delta$, and if $C$ were zero, the first would require $E=-\Delta$. We may therefore multiply the two equations together and cancel $AC$:

$$
E^2-\Delta^2=t^2(1+\lambda)(1+\lambda^{-1})=t^2\,(2+\lambda+\lambda^{-1}).
$$

For a propagating state $\lambda=e^{ika}$ with real $k$, and the right-hand side is $4t^2\cos^2(ka/2)$, which is not negative. The bands thus lie at $|E|\ge\Delta$, and the two edges facing the gap are at $ka=\pi$. Inside the gap the left-hand side is negative, so $\lambda+\lambda^{-1}<-2$. This makes $\lambda$ real and negative, and the two solutions are reciprocals of each other. The one that decays to the right is $\lambda=-e^{-q}$, where $q=\kappa a>0$ and $\kappa$ is the decay constant of the amplitude. Substituting it gives $\Delta^2-E^2=t^2(2\cosh q-2)$, or, since $\cosh q-1=2\sinh^2(q/2)$,

$$
4t^2\sinh^2\!\frac{q}{2}=\Delta^2-E^2. \tag{2}
$$

Differentiating $2t^2(\cosh q-1)=\Delta^2-E^2$ with respect to energy gives $dq/dE=-E/(t^2\sinh q)$. The decay constant rises from zero at the valence edge to a maximum at midgap and falls back to zero at the conduction edge.

The sublattice amplitudes follow from the first equation of (1). With $\lambda^{-1}=-e^{q}$,

$$
\frac{C}{A}=-\frac{E+\Delta}{t(1-e^{q})}=\frac{\Delta+E}{t(e^{q}-1)}.
$$

We now write $e^{q}-1=2e^{q/2}\sinh(q/2)$ and take the positive square root of (2), $2t\sinh(q/2)=\sqrt{(\Delta+E)(\Delta-E)}$. The result is

$$
\frac{C}{A}=e^{-q/2}\,\frac{\Delta+E}{\sqrt{(\Delta+E)(\Delta-E)}}
=e^{-q/2}\sqrt{\frac{\Delta+E}{\Delta-E}}. \tag{3}
$$

The two factors have different origins. The cation of each cell lies a distance $a/2$ further from the metal than the anion, and over that distance the envelope $e^{-\kappa x}$ falls by $e^{-\kappa a/2}=e^{-q/2}$. The first factor is this loss and nothing else. It would have been $e^{+q/2}$ had we paired each anion with the cation on its other side, so it reflects the choice of cell. To remove it, write the amplitudes as an envelope evaluated at each atom's own position times a constant for each sublattice:

$$
A_n=(-1)^n e^{-\kappa na}\,\alpha,\qquad C_n=(-1)^n e^{-\kappa(na+a/2)}\,\gamma .
$$

The envelope-corrected weight ratio is then

$$
R(E)\equiv\left|\frac{\gamma}{\alpha}\right|^2=e^{q}\left|\frac{C_n}{A_n}\right|^2=\frac{\Delta+E}{\Delta-E}. \tag{4}
$$

The hopping has disappeared: it sets how fast the state decays, whereas the position of $E$ in the gap sets the character.

The same quantity can be obtained without fitting an envelope. Because $|C_{n-1}|=e^{q}|C_n|$, the geometric mean of the weights on the two cations beside an anion, divided by the weight on that anion, is

$$
\frac{|C_{n-1}C_n|}{|A_n|^2}=e^{q}\frac{|C_n|^2}{|A_n|^2}=R(E).
$$

This form treats left and right alike, and a chain with equal bonds is its own mirror image about any atom, so the result should not depend on the direction of decay. Indeed, for the state decaying to the left $\lambda=-e^{q}$, and (1) gives $C/A=-(\Delta+E)/[t(1-e^{-q})]=-e^{q/2}\sqrt{(\Delta+E)/(\Delta-E)}$. The envelope now grows by $e^{q/2}$ between anion and cation, and dividing it out leaves the same $R$.

Equation (4) describes a continuous conversion. At the valence edge $R=0$ and the state is purely anionic; as $E\to\Delta$, $R\to\infty$ and it becomes purely cationic. In between,

$$
\frac{dR}{dE}=\frac{(\Delta-E)+(\Delta+E)}{(\Delta-E)^2}=\frac{2\Delta}{(\Delta-E)^2}>0,
$$

so the conversion never reverses, and $R=1$ at $E=0$ alone. Normalized weights make it simpler still:

$$
w_C=\frac{R}{1+R}=\frac12\left(1+\frac{E}{\Delta}\right),\qquad
w_A=\frac{1}{1+R}=\frac12\left(1-\frac{E}{\Delta}\right). \tag{5}
$$

In this model the character is transferred from anion to cation at a constant rate in energy. Midgap is both the energy of equal weights and the energy of fastest decay.

The tail joins the band states at both edges. For a propagating state, taking the squared modulus of the first equation of (1) gives $(E+\Delta)^2|A|^2=4t^2\cos^2(ka/2)\,|C|^2$. The cosine factor equals $E^2-\Delta^2$, so

$$
\frac{|C|^2}{|A|^2}=\frac{(E+\Delta)^2}{E^2-\Delta^2}=\frac{E+\Delta}{E-\Delta},\qquad |E|>\Delta .
$$

This tends to zero at $E=-\Delta$ and to infinity at $E=+\Delta$, the same limits as those reached from inside the gap. The reason is visible in (1): at $\lambda=-1$ the contributions of an atom's two neighbours cancel, and the sublattices decouple.

Close to an edge the tail takes a familiar form. Let $E=\Delta-\varepsilon$ with $\varepsilon\ll\Delta$ and $q\ll1$. Then (2) becomes $t^2q^2\simeq2\Delta\varepsilon$. Comparison with the effective-mass relation $\varepsilon=\hbar^2\kappa^2/2m^*$ gives $m^*=\hbar^2\Delta/(t^2a^2)$. The remaining anion amplitude is $|\alpha/\gamma|\simeq\sqrt{\varepsilon/2\Delta}\simeq qt/2\Delta$. It is proportional to $\kappa$, that is, to the relative slope of the envelope: a sloping envelope spoils the cancellation between the two cations beside each anion and so feeds amplitude onto it.

The opposite limit, $\Delta\gg t$, shows why the correction is needed. At midgap (2) gives $\sinh(q/2)=\Delta/2t$, so $e^{q/2}\simeq\Delta/t$, and the raw ratio is $|C_n/A_n|^2=e^{-q}\simeq(t/\Delta)^2\ll1$. Taken at face value, this would suggest an almost purely anionic state. In fact each step along the chain, whether from anion to cation or from cation to anion, reduces the amplitude by about $t/\Delta$. The raw ratio records one such step; the corrected ratio is 1.

For numbers, take $\Delta=1.2$ eV, $t=2.4$ eV and $a=0.22$ nm. At midgap $\sinh(q/2)=1.2/4.8=0.25$, so $q=0.495$ and $\kappa=2.25$ nm$^{-1}$. The density falls by a factor $e$ over $1/2\kappa=0.22$ nm, about one cell. The raw ratio is $e^{-0.495}=0.61$ and the corrected ratio is 1. At $E=0.6$ eV, halfway from midgap to the conduction edge, (4) gives $R=1.8/0.6=3$, or 25% anion and 75% cation weight. There $q=0.430$, the raw ratio is $3e^{-0.430}=1.95$, and the decay length is 0.26 nm. At $E=-0.6$ eV the corrected weights are interchanged and $R=1/3$, but the raw ratio is 0.22, which is not the reciprocal of 1.95. The symmetry between the two halves of the gap appears only after the envelope has been removed. At $E=1.1$ eV the cation weight has reached 96% and the decay length 0.55 nm.

A contact adds a further distinction, between the local character of a tail and its total weight on each sublattice. Suppose that the semiconductor is a long ideal chain beginning with an anion. Its atoms then group into pairs $(A_n,C_n)$, and every pair has the same weight ratio. Summed over the whole tail,

$$
\frac{\sum_n|C_n|^2}{\sum_n|A_n|^2}=e^{-q}R .
$$

If the chain begins with a cation, the pairs are $(C_{n-1},A_n)$. Since $|C_{n-1}|^2=e^{2q}|C_n|^2$, the total ratio becomes $e^{2q}e^{-q}R=e^{+q}R$. The sublattice that comes first gains because it samples the tail where it is largest. Total weight therefore depends on termination even though $R$ does not.

Both statements were tested by diagonalizing a metal chain of 300 sites, with site energy zero and hopping of magnitude 2.4 eV, joined through a hopping of magnitude 1.5 eV to 120 ionic sites. For each termination, 44 states with $|E|<1.08$ eV were examined, and $R$ was evaluated from three neighbouring atoms a few sites inside the ionic chain. The largest deviation from (4), relative to (4), was $3\times10^{-11}$. In the anion-first chain the state nearest midgap lies at $-0.020$ eV and has $R=0.967$, but its total cation-to-anion ratio is 0.59. In the cation-first chain the corresponding state lies at $+0.020$ eV, with $R=1.034$ and a total ratio of 1.70. The opposite energies follow from a symmetry: changing the sign of the amplitude on every second site reverses the sign of all hoppings, so, because the metal's site energy lies at midgap, exchanging the two terminations reverses the spectrum.

Equality at midgap relies on equal bonds. Let the hopping magnitude be $t_1$ between $A_n$ and $C_n$, and $t_2$ between $C_n$ and $A_{n+1}$. Equations (1) become

$$
(E+\Delta)A=-(t_1+t_2\lambda^{-1})C,\qquad (E-\Delta)C=-(t_1+t_2\lambda)A .
$$

Each equation gives an expression for $C/A$. Multiplying the two expressions, setting $\lambda=-e^{-q}$ and including the envelope factor $e^{q}$, we find for decay to the right, with $|E|<\Delta$,

$$
R_{\rm right}=e^{q}\,\frac{(E+\Delta)(t_1-t_2e^{-q})}{(E-\Delta)(t_1-t_2e^{q})}
=\frac{\Delta+E}{\Delta-E}\;\frac{t_1e^{q}-t_2}{t_2e^{q}-t_1}. \tag{6}
$$

Here $q$ is the decay exponent of the altered chain, whose band edges have moved out to $\pm\sqrt{\Delta^2+(t_1-t_2)^2}$. For decay to the left, $q$ changes sign throughout, including in the envelope factor, and the last fraction is inverted. Hence $R_{\rm right}R_{\rm left}=[(\Delta+E)/(\Delta-E)]^2$. The last fraction equals 1 when $t_1e^{q}-t_2=t_2e^{q}-t_1$, that is, when $(t_1-t_2)(e^{q}+1)=0$, which requires $t_1=t_2$.

The effect is not small. With $t_1=2.52$ eV and $t_2=2.28$ eV, a variation of 5% either way, the midgap ratio is 1.51 for decay to the right and 0.66 for decay to the left. For decay to the right, equality moves to $E=-0.25$ eV. The direction of the shift can be read from the site equations. Successive anions have opposite signs, so a cation is driven by the difference between a strong contribution from the anion nearer the metal and a weaker one from the anion beyond. Raising $t_1$ and lowering $t_2$ increases this difference. For an anion the stronger bond leads to the cation further from the metal, where the amplitude is smaller, so the corresponding difference decreases. Both changes favour the cations.

Hopping between atoms of the same sublattice also moves the point of equality. Let its matrix element be $s$ on both sublattices, and raise both site energies by $2s$ so that the band edges stay fixed. Each diagonal energy then gains $s(\lambda+\lambda^{-1}+2)=-4s\sinh^2(q/2)$. The earlier formulas hold with $E$ replaced by $E'=E+4s\sinh^2(q/2)$. Equality requires $E'=0$, where (2) gives $4\sinh^2(q/2)=\Delta^2/t^2$, so it occurs at $E=-s\Delta^2/t^2$. For $s=0.24$ eV this is $-0.06$ eV. This refers to the slowly decaying solution. The hopping $s$ also allows a second one, with $\lambda\approx+0.01$ here, which alters the ratio on the first few atoms of a contact and is negligible beyond them.

An overlap $S$ between neighbouring orbitals leaves the coefficients alone but not the charges. It replaces $t$ by $t+ES$ in both site equations, and since $t$ cancels from $R$, the coefficient ratio is unchanged. With $S=0.10$ at $E=0.6$ eV, $q$ falls from 0.430 to 0.419 while $R$ remains 3. This concerns the coefficients only; weights on atoms need a convention for dividing the overlap charge. With Mulliken's equal division and $u=t+ES$, the site equations give the weights $|A|^2[1-S(\Delta+E)/u]$ and $|C|^2[1+S(\Delta-E)/u]$, so $R$ is multiplied by $(t+S\Delta)/(t-S\Delta)$ at every energy and equality moves to $E=-S\Delta^2/t$. For $S=0.10$ the factor is 1.105 and the shift is $-0.06$ eV, as large as that from $s=0.24$ eV.

The parameters roughly match the scales of cubic silicon carbide along [001]. Its gap is about 2.4 eV, carbon is the anion, and equally spaced carbon and silicon planes repeat about every 0.22 nm. The model's edge mass, 0.33 electron masses, lies between the transverse and longitudinal conduction masses of the real crystal, roughly 0.25 and 0.67. The larger one applies along [001] for the valley on that axis; matching it at the same gap would take a hopping near 1.7 eV and raise the midgap $\kappa$ to about 3.2 nm$^{-1}$, without changing $R$. The chain is nevertheless not a band structure of silicon carbide, which is substantially covalent, has several orbitals per atom, and has its valence maximum and conduction minimum at different crystal momenta. Its conduction minimum also contains carbon $s$ character, in a proportion that depends on how the charge is partitioned, so the purely cationic edge of (4) is a property of the chain. The valence states at the momentum of that minimum lie more than 3 eV below the valence maximum, so 3.2 nm$^{-1}$ is the chain's value, not the valley's; a parabolic band of mass 0.67 would give 4.6 nm$^{-1}$ at 1.2 eV below the edge. Other transverse momenta or band pairs can have much wider gaps. Widening the model gap to 6 eV, with $t$ and the midgap energy held fixed, lowers $R$ at $E=0.6$ eV from 3 to 1.5 and raises $q$ from 0.43 to 1.16. Real contacts, including those with a reacted silicide layer, can also have distorted bonds near the interface. If a distortion persisted through the tail as a 5% alternation, it would change the midgap ratio by about the amounts found above.

Near midgap, fields and temperature matter less. Close to a band edge they can matter more, because a small shift in energy there changes $R$ by a large factor. In a field of 3 MV/cm, a deliberately severe value above the usual breakdown field of bulk cubic silicon carbide, the potential changes by 0.067 eV over one midgap decay length; shifting $E$ by that amount from midgap changes $R$ from 1 to 1.12. The thermal energy at 300 K, 0.026 eV, corresponds to $R=1.04$. These are estimates from (4), not solutions of the chain in a field or at finite temperature. A field also distorts the tail itself, which near midgap changes $R$ at a fixed local energy by a comparable amount, up or down according to the field's direction. Among the changes to $R$ sized here, the largest are those from the wider gap, at $E=0.6$ eV, and from the 5% bond alternation, at midgap. The values across the gap are listed in the numerical output.

## Computed results

```
half gap D = 1.20 eV, hopping t = 2.40 eV, a = 0.22 nm
full gap = 2.40 eV, edge mass = 0.328 electron masses
Columns: E (eV), kappa*a, density decay length 1/(2 kappa) (nm),
raw |C/A|^2, corrected R, anion weight, cation weight
 -1.10  0.1995  0.5514   0.0356   0.0435  0.9583  0.0417
 -0.90  0.3292  0.3341   0.1028   0.1429  0.8750  0.1250
 -0.60  0.4297  0.2560   0.2169   0.3333  0.7500  0.2500
 -0.30  0.4795  0.2294   0.3714   0.6000  0.6250  0.3750
  0.00  0.4949  0.2223   0.6096   1.0000  0.5000  0.5000
  0.30  0.4795  0.2294   1.0318   1.6667  0.3750  0.6250
  0.60  0.4297  0.2560   1.9521   3.0000  0.2500  0.7500
  0.90  0.3292  0.3341   5.0363   7.0000  0.1250  0.8750
  1.10  0.1995  0.5514  18.8403  23.0000  0.0417  0.9583
midgap kappa = 2.2497 1/nm
metal sites 300, ionic sites 120, contact hopping 1.50 eV
anion first: 44 gap states tested, |E| < 1.08 eV
  largest relative deviation of R = 2.5e-11
  state nearest midgap: E = -0.02026 eV, R = 0.9668
  whole-tail cation/anion ratio = 0.5894
cation first: 44 gap states tested, |E| < 1.08 eV
  largest relative deviation of R = 3.2e-11
  state nearest midgap: E = 0.02026 eV, R = 1.0343
  whole-tail cation/anion ratio = 1.6966
bond alternation +-5%: t1 = 2.52, t2 = 2.28 eV
  midgap R, decay to right = 1.5067
  midgap R, decay to left = 0.6637
  R = 1 for right decay at E = -0.2474 eV
same-sublattice hopping 0.24 eV: R = 1 at E = -0.0600 eV
overlap 0.10, E = 0.60 eV: kappa*a 0.4297 -> 0.4194
  coefficient ratio R with overlap = 3.0000
gap 6.0 eV, E = 0.60 eV: R = 1.5000, kappa*a = 1.1588
field 3.0 MV/cm: drop over decay length = 0.0667 eV
  R at that energy above midgap = 1.1177
kT at 300 K = 0.0259 eV, R at E = kT: 1.0440
```
